# Concavity, Response and the Fragment Chemical-Potential Difference in Constrained DFT, part 2

We consider $N$ electrons of mass $m_e$ with density $n(\mathbf r)$, external potential energy $v$ and energy functional $E[n]$. Its Hartree and exchange-correlation part is $E_{\rm Hxc}[n]$, exact or approximate. Space is divided into regions A and B. The weight $w(\mathbf r)$ is 1 in A and 0 in B, so the populations are $N_A[n]=\int w\,n\,d\mathbf r$ and $N_B=N-N_A$. To impose $N_A=N_c$, a multiplier $V$, itself an energy, is introduced through

$$W(V)=\min_n\{E[n]+V(N_A[n]-N_c)\},$$

with $N$ fixed. A positive $V$ raises the potential energy in A. The function $W$ is concave. With $N_A(V)$ the population of the minimizing density, where this is continuous,

$$W'(V)=N_A(V)-N_c. \tag{10}$$

At the minimizing density, $\delta E/\delta n$ is constant within each region. Its values $\mu_A$ and $\mu_B$, defined within the complete, interacting system, satisfy

$$V=\mu_B-\mu_A. \tag{29}$$

For doubly occupied real orbitals, $i,j$ label occupied and $a,b$ empty eigenfunctions of the Kohn–Sham Hamiltonian $h$, which includes $Vw$, with eigenvalues $\varepsilon_i$ and $\varepsilon_a$. With $w_{ia}=\int\phi_iw\phi_a\,d\mathbf r$, the curvature is

$$W''=-4\,w^TM^{-1}w, \tag{22}$$

$$M_{ia,jb}=(\varepsilon_a-\varepsilon_i)\,\delta_{ij}\delta_{ab}+4K_{ia,jb}, \tag{20}$$

$$K_{ia,jb}=\iint\phi_i(\mathbf r)\phi_a(\mathbf r)f_{\rm Hxc}(\mathbf r,\mathbf r')\phi_j(\mathbf r')\phi_b(\mathbf r')\,d\mathbf r\,d\mathbf r', \tag{19}$$

$$f_{\rm Hxc}(\mathbf r,\mathbf r')=\frac{\delta^2E_{\rm Hxc}}{\delta n(\mathbf r)\,\delta n(\mathbf r')}. \tag{13}$$

The matrix $M$ in (22) is distinct from the population $M$ used below. If the Hartree and exchange-correlation potential is held fixed as $V$ varies, the curvature is instead

$$W''_{\rm frozen}=-4\sum_{ia}\frac{w_{ia}^2}{\varepsilon_a-\varepsilon_i}. \tag{23}$$

For the exact functional, let $|0\rangle$ be the nondegenerate ground state and $|k\rangle$ the excited states of $\hat H+V\hat N_A$, with energies $E_0$ and $E_k$, where $\hat N_A$ counts the electrons in A. Then

$$W''=2\sum_{k\ne0}\frac{|\langle k|\hat N_A|0\rangle|^2}{E_0-E_k}\le0. \tag{26}$$

The next step relates $V$ to the energy as a function of population.

### The energy at fixed population

Define

$$\mathcal E(M)=\min_{n:\,N_A[n]=M}E[n]. \tag{30}$$

The minimization in $W$ can be done in two stages, first at fixed population $M$ and then over $M$:

$$W(V)=\min_M\left[\mathcal E(M)+V(M-N_c)\right]. \tag{31}$$

Choosing $M=N_c$ shows that $W(V)\le\mathcal E(N_c)$ for every $V$. Equation (31) also has a geometric reading. Among straight lines of slope $-V$ that lie nowhere above the curve $\mathcal E(M)$, take the highest; $W(V)$ is its height at $M=N_c$. Maximizing over $V$ selects the best supporting line, and the resulting height is the convex envelope of $\mathcal E$ at $N_c$. If $\mathcal E$ is convex, it coincides with its envelope, and for $N_c$ inside the allowed range

$$\max_VW(V)=\mathcal E(N_c). \tag{32}$$

If $\mathcal E$ is also differentiable at $N_c$, the supporting line is the tangent, so

$$V=-\frac{d\mathcal E}{dN_c}. \tag{33}$$

This agrees with (29): moving $dN_c$ electrons from B to A changes the energy by $(\mu_A-\mu_B)\,dN_c$.

As $N_c$ varies, the optimal multiplier obeys $N_A(V)=N_c$. Differentiation gives $(dN_A/dV)(dV/dN_c)=1$. The first factor is $W''$ and the second is $-d^2\mathcal E/dN_c^2$, so that

$$\frac{d^2\mathcal E}{dN_c^2}=-\frac1{W''}. \tag{34}$$

A soft pair of fragments has a large response and a small energy curvature.

Convexity of $\mathcal E$ is a real condition. Consider the model $\mathcal E(M)=-\tfrac12k(M-1)^2$ on $0\le M\le2$, with $k>0$, and ask for $N_c=1$. The minimum in (31) lies at an end point, so $W(V)=-k/2-|V|$. This is concave, but its maximum is $-k/2$, whereas $\mathcal E(1)=0$. The population jumps from 2 to 0 at $V=0$ and never takes the value 1. The stationary solution $M=1+V/k$ does pass through $M=1$, but its population rises with $V$, so its slope has the wrong sign for a minimum.

### Separated fragments

At large separation the energy can be written as

$$\mathcal E(N_A)=E_A(N_A)+E_B(N-N_A)+E_{\rm int}(N_A), \tag{35}$$

where $E_A$ and $E_B$ belong to isolated fragments. Let $\mu_X^0=dE_X/dN_X$ where these derivatives exist. The derivative of the second term carries a minus sign, because $N_B$ falls when $N_A$ rises. Equation (33) becomes

$$V=\mu_B^0-\mu_A^0-\frac{dE_{\rm int}}{dN_A}. \tag{36}$$

The multiplier therefore equals the difference of isolated-fragment chemical potentials only after the interaction has been accounted for. If the interaction is that of two net charges $q_A$ and $q_B$ that vary smoothly with $N_A$, then $E_{\rm int}\propto q_Aq_B/R$ at distance $R$. The correction is then proportional to $(q_A-q_B)/R$ and decays slowly when the charges differ.

### A two-well model

Two electrons move along a line in a box of length 1.5 nm. Two attractive Gaussian wells, centred at $x=\mp R/2$, have the form $-U\exp[-(x\pm R/2)^2/2b^2]$. The depths are $U_A=30$ eV on the left and $U_B=25$ eV on the right, and $b=0.1$ nm. Region A is $x<0$. The electrons repel through

$$u(x)=\frac{e^2}{4\pi\varepsilon_0}\frac1{\sqrt{x^2+s^2}},\qquad s=0.1\ {\rm nm}. \tag{37}$$

The approximate functional is spin-restricted exact exchange without correlation. Both electrons occupy one orbital $\phi=\sqrt{n/2}$. Exchange cancels half of the Hartree energy, which leaves

$$E[n]=\int\frac{\hbar^2(n')^2}{8m_en}\,dx+\int vn\,dx+\frac14\iint n(x)u(x-x')n(x')\,dx\,dx'. \tag{38}$$

The kinetic term follows from $\phi'=n'/(2\sqrt{2n})$ and the two-electron energy $(\hbar^2/m_e)\int(\phi')^2dx$. The same formula defines the energy of an isolated fragment with a fractional population.

This functional is convex in $n$. For the kinetic term, the Cauchy–Schwarz inequality gives

$$\frac{[\lambda a_1+(1-\lambda)a_2]^2}{\lambda n_1+(1-\lambda)n_2}\le\lambda\frac{a_1^2}{n_1}+(1-\lambda)\frac{a_2^2}{n_2}, \tag{39}$$

with $a=n'$. The external term is linear. The repulsion (37) is a positive superposition of Gaussians, because $y^{-1/2}=\pi^{-1/2}\int_0^\infty t^{-1/2}e^{-ty}dt$ with $y=x^2+s^2$. Gaussians have positive Fourier transforms, so the quadratic interaction is convex too. Mixing the optimal densities for two populations mixes the populations linearly and does not raise the energy above the mixture of energies. Hence $\mathcal E$ is convex and (32) applies.

The orbital was represented on 36 points with a sine basis. A quasi-Newton method minimized the energy, either at given $V$ or with the norm of $\phi$ fixed separately in each region. The latter calculation contains no multiplier.

### Slope and curvature at 0.40 nm

Minimization at given $V$, with $R=0.40$ nm and $N_c=0.8$, gives:

| $V$ (eV) | $W$ (eV) | $N_A$ |
|---:|---:|---:|
| −2 | −37.186 | 1.741 |
| 1 | −34.890 | 1.387 |
| 4 | −33.666 | 1.028 |
| 7 | −33.520 | 0.669 |
| 10 | −34.450 | 0.312 |

The average of $W$ at 4 and 10 eV is $-34.058$ eV, which lies below the value $-33.520$ eV at 7 eV, as concavity requires. The population falls steadily, and the maximum of $W$ lies between 4 and 7 eV, where $N_A$ passes 0.8.

The minimization with fixed regional norms gives $\mathcal E(0.8)=-33.448$ eV. For a single orbital, $\delta E=4\int(h\phi)\,\delta\phi\,dx$ and $\delta n=4\phi\,\delta\phi$, where $h$ now excludes $Vw$. Therefore $\delta E/\delta n=h\phi/\phi$, and each regional constant can be obtained as

$$\mu_X=\frac{\int_X\phi\,h\phi\,dx}{\int_X\phi^2\,dx}. \tag{40}$$

The results are $\mu_A=-16.328$ eV and $\mu_B=-10.422$ eV, so

$$V=-10.422-(-16.328)=5.906\ {\rm eV}=9.462\times10^{-19}\ {\rm J}. \tag{41}$$

Direct maximization of $W$ gives the same multiplier and the same energy to these digits. A central difference of $\mathcal E$ at $N_c\pm0.02$ gives $-d\mathcal E/dN_c=5.906$ eV. These digits belong to the 36-point grid, on which the sharp step of $w$ converges slowly. With 48 points $V$ rises by 0.001 eV. The converged values are $V=5.909$ eV, $\mu_A=-16.329$ eV and $\mu_B=-10.420$ eV, and the tabulated $W$ and $N_A$ move by up to 0.003 eV and 0.001.

For the curvature, the kernel of (38) is $f_{\rm Hxc}=u/2$. Equation (22) then gives $W''=-0.11984\ {\rm eV^{-1}}$, and second differences of $W$ with a step of 0.1 eV give the same value. From (34), the energy curvature is $1/0.11984\approx8.34$ eV, which is also the second difference of $\mathcal E$. In a converged basis these values become $-0.11975\ {\rm eV^{-1}}$ and 8.35 eV.

The frozen-potential sum (23) is $-6.85\ {\rm eV^{-1}}$, about 57 times larger in magnitude. The reason can be seen by keeping a single occupied–empty pair in (22):

$$-\frac1{W''}\approx\frac{\varepsilon_a-\varepsilon_i}{4w_{ia}^2}+\frac{K_{ia,ia}}{w_{ia}^2}. \tag{42}$$

The first term is the inverse of the frozen response, here $1/6.85\approx0.15$ eV. The remaining 8.2 eV of the full $-1/W''$ comes from the interaction kernel, the only thing in which (22) and (23) differ. Charge moves easily in a fixed potential, but its own repulsion opposes the transfer. Close to this solution, a Newton search on the self-consistent $W$ that used (23) as its curvature would take steps about 57 times too short.

### Approach to isolated fragments

Let $J_{AB}$ be the repulsion $u$ averaged over the normalized densities of the two fragments. The cross terms of the last integral in (38) occur twice, so $E_{\rm int}\approx\tfrac12N_AN_BJ_{AB}$. This neglects orbital overlap, mutual polarization and the attraction of each electron cloud to the other well. If the dependence of $J_{AB}$ on the populations is also neglected, then $dE_{\rm int}/dN_A=\tfrac12(N_B-N_A)J_{AB}$, and (36) becomes

$$V\approx\mu_B^0-\mu_A^0+\tfrac12(N_A-N_B)J_{AB}. \tag{43}$$

Isolated wells with populations 0.8 and 1.2 give $\mu_B^0-\mu_A^0=6.617$ eV. At $R=0.70$ nm their densities give $J_{AB}=2.067$ eV. The electrostatic term is $\tfrac12(0.8-1.2)(2.067)=-0.413$ eV, and (43) predicts 6.204 eV. The constrained calculation on the complete system gives 6.205 eV. At 0.40 nm the prediction is 5.888 eV against 5.906 eV, a larger difference, as expected for closer fragments.

The bare difference 6.617 eV is thus still 0.41 eV too large at 0.70 nm. The local definition (29) needs no such correction, because its chemical potentials already include the other fragment.

### Integer populations and the interval of multipliers

The exact functional behaves differently when the separation is large. Two electrons can be arranged as $(2,0)$, $(1,1)$ or $(0,2)$, where the entries are the populations of A and B. With $E_X(p)$ now the interacting energy of $p$ electrons in isolated well X, and no tunnelling, the energies are

$$\mathcal E(2)=E_A(2),\quad\mathcal E(1)=E_A(1)+E_B(1)+J_{AB},\quad\mathcal E(0)=E_B(2). \tag{44}$$

The full $J_{AB}$ appears in the middle expression because one electron on each side makes one repelling pair. The restricted functional (38) assigns half of this.

Adding $V\hat N_A$ raises the three energies by $2V$, $V$ and 0. The first two arrangements are degenerate when $\mathcal E(2)+2V=\mathcal E(1)+V$, and the last two when $\mathcal E(1)+V=\mathcal E(0)$. This gives

$$V_1=\mathcal E(1)-\mathcal E(2),\qquad V_2=\mathcal E(0)-\mathcal E(1). \tag{45}$$

Define the ionization energy $I_X=-E_X(1)$ and the affinity $A_X=E_X(1)-E_X(2)$ of a well holding one electron. Substitution of (44) yields

$$V_1=A_A-I_B+J_{AB},\qquad V_2=I_A-A_B-J_{AB}, \tag{46}$$

$$V_2-V_1=(I_A-A_A)+(I_B-A_B)-2J_{AB}. \tag{47}$$

If this width is positive, $N_A(V)$ is a staircase: 2 below $V_1$, 1 between $V_1$ and $V_2$, and 0 above $V_2$. Fractional averages arise from mixtures of the degenerate arrangements at a step, so $\mathcal E(M)$ consists of two straight segments that meet in a kink at $M=1$. For $N_c=1$, $W$ is flat between $V_1$ and $V_2$, and every multiplier in that interval is allowed. The one-sided slopes of $\mathcal E$ replace the single derivative in (33). For a fractional $N_c$ the roles are reversed: $\mathcal E$ is straight, $W$ has a kink, and the multiplier is fixed at $V_1$ or $V_2$.

Diagonalizing the one- and two-electron Hamiltonians of the isolated wells on the same grid gives $E_A(1)=-23.160$, $E_A(2)=-34.439$, $E_B(1)=-18.818$ and $E_B(2)=-25.974$ eV. The two-electron states are singlets and include the correlation of the model within this grid. Hence $I_A=23.160$, $A_A=11.279$, $I_B=18.818$ and $A_B=7.156$ eV. With $J_{AB}=2.064$ eV at $R=0.70$ nm, from the one-electron densities, (46) gives

$$V_1=11.279-18.818+2.064=-5.475\ {\rm eV}, \tag{48}$$

$$V_2=23.160-7.156-2.064=13.940\ {\rm eV}. \tag{49}$$

Diagonalization of the complete two-well problem places the steps, located at $N_A=1.5$ and $0.5$, at $-5.481$ and 13.946 eV. The outward shifts of about 0.005 eV are what a slight lowering of $\mathcal E(1)$ would produce. Mutual polarization, omitted from (44), is a plausible cause, though its contribution was not isolated. The plateau is 19.43 eV wide.

The approximate functional has no such plateau. At $N_A=1$ it gives the single value $V=4.251$ eV, close to the midpoint of the interval, 4.233 eV. A frozen-orbital estimate accounts for this. Let $e_X$ be the one-electron energy and $J_X$ the repulsion of two electrons in well X. Functional (38) gives $E_X(N_X)=e_XN_X+\tfrac14J_XN_X^2$, hence $\mu_X^0=e_X+\tfrac12J_X$ at $N_X=1$. The electrostatic term in (43) vanishes for equal populations, so $V=e_B-e_A+\tfrac12(J_B-J_A)$. From (45) the midpoint is $\tfrac12[E_B(2)-E_A(2)]$, which has the same value when $E_X(2)=2e_X+J_X$. With the one-electron orbitals, $J_A=12.095$ eV and $J_B=11.933$ eV, so the estimate is $4.341-0.081=4.260$ eV, within 0.03 eV of both values. Orbital relaxation and correlation are left out of this estimate, and it does not resolve the difference between 4.251 and 4.233 eV.

The missing interval has a direct consequence when the constraint is removed. The value $V=0$ lies on the plateau, and the interacting calculation gives $N_A=1.000$. The approximate functional instead gives $N_A=1.435$. Its two multipliers at $R=0.70$ nm, 6.205 eV at $N_A=0.8$ and 4.251 eV at $N_A=1$, imply a slope of $-9.77$ eV per electron. Extrapolation to $V=0$ gives $N_A\approx1+4.251/9.77=1.435$. A smooth, convex $\mathcal E$ allows a fractional charge to flow until the chemical potentials are equal, whereas the kink of the exact functional holds the population at an integer over a finite range of $V$.

Tunnelling at finite separation rounds the corners of the staircase. The response on the plateau is also small rather than exactly zero. At $R=0.40$ nm and $V=1$ eV, the sum over states (26) gives $W''=-0.00026\ {\rm eV^{-1}}$. For the approximate functional, the populations tabulated at $-2$ and 4 eV give an average slope of $(1.028-1.741)/6=-0.119\ {\rm eV^{-1}}$ around the same $V$. Both functions $W$ are concave; what distinguishes them is how the curvature is distributed. The approximate functional spreads it over a broad range of $V$, while the exact one concentrates it near the steps.
